**Hall conductivity of a two-node Weyl lattice: slices, pockets and tilt**

The program examines the intrinsic result $\sigma_{xy}=(e^2/h)K/(2\pi)$, where $K=2k_0$ is the node separation, and its change when the Fermi energy $\mu$ moves away from the nodes. It asserts that numerical Chern numbers, curvature integrals and the current from a driven Schrödinger equation agree for one slice between the nodes and one outside. Sums over 200 slices follow the law for three separations within the slice resolution; two further cases show an integer offset with the same nodes and a failure when extra nodes appear. For untilted linear cones, including one with a skewed velocity matrix, the two halves of a pocket are finite and cancel. On the untilted lattice the remaining change agrees with the derived $\mu^2$ law, to about 0.4 % of that law at $\mu=0.1$ eV. With a tilt $\beta=0.5$ the change starts linearly in $\mu$, and the lattice slope agrees with the derived one within the asserted 1 %. For the example, the output gives 309.92 S/cm undoped and 308.91 S/cm at $\mu=0.1$ eV without tilt.

## Numerical verification

```python
"""
Result under test: a two-node lattice Weyl model has the intrinsic Hall
conductivity sigma_xy = (e^2/h) K/(2 pi), K = node separation; a pocket of an
untilted linear cone adds nothing, band curvature adds a term of order mu^2,
and a tilt adds a term linear in mu.
H = tilt*tz*(cos k0 - cos kz) + d.sigma, with d = (t sin kx, t sin ky,
    tz*(cos k0 - cos kz) + m*(2 - cos kx - cos ky)).
Wave numbers are in 1/a, energies in eV, conductivities in e^2/(h a).
Electron charge is -e; Berry connection A = i<u|grad u>.
mu = Fermi energy from the nodes; s, c = tz*sin k0, tz*cos k0.
"""
import numpy as np
from scipy.constants import e, h

T_XY, T_Z, MASS = 1.0, 1.0, 1.0
K0 = 0.4 * np.pi
LATTICE_NM = 0.5
TILT = 0.5


def two_by_two(d0, dx, dy, dz):
    d0, dx, dy, dz = np.broadcast_arrays(d0, dx, dy, dz)
    ham = np.empty(d0.shape + (2, 2), complex)
    ham[..., 0, 0] = d0 + dz
    ham[..., 1, 1] = d0 - dz
    ham[..., 0, 1] = dx - 1j * dy
    ham[..., 1, 0] = dx + 1j * dy
    return ham


def lattice_model(k0=K0, m=MASS, tilt=0.0):
    def ham(kx, ky, kz):
        along = T_Z * (np.cos(k0) - np.cos(kz))
        dz = along + m * (2 - np.cos(kx) - np.cos(ky))
        return two_by_two(tilt * along, T_XY * np.sin(kx),
                          T_XY * np.sin(ky), dz)
    return ham


def linear_cone(velocity, tilt_vector=(0.0, 0.0, 0.0)):
    def ham(qx, qy, qz):
        d = [row[0] * qx + row[1] * qy + row[2] * qz for row in velocity]
        w = tilt_vector
        return two_by_two(w[0] * qx + w[1] * qy + w[2] * qz, *d)
    return ham


def derivative(ham, kx, ky, kz, axis, step=1e-4):
    sx, sy = (step, 0.0) if axis == 0 else (0.0, step)
    return (ham(kx + sx, ky + sy, kz) - ham(kx - sx, ky - sy, kz)) / (2 * step)


def berry_curvature(ham, kx, ky, kz, band):
    """z component from the sum over states, using numerical eigenvectors."""
    energy, vec = np.linalg.eigh(ham(kx, ky, kz))
    bra = np.conj(np.swapaxes(vec, -1, -2))
    vx = bra @ derivative(ham, kx, ky, kz, 0) @ vec
    vy = bra @ derivative(ham, kx, ky, kz, 1) @ vec
    other = 1 - band
    gap = energy[..., 1] - energy[..., 0]
    return -2 * np.imag(vx[..., band, other] * vy[..., other, band]) / gap**2


def slice_chern(ham, kz, n=24):
    """Lower-band Chern number from gauge-invariant plaquette phases."""
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    u = np.linalg.eigh(ham(kx, ky, kz))[1][..., 0]
    ux, uy = np.roll(u, -1, 0), np.roll(u, -1, 1)
    uxy = np.roll(ux, -1, 1)

    def link(p, q):
        return np.sum(np.conj(p) * q, axis=-1)
    loop = link(u, ux) * link(ux, uxy) * link(uxy, uy) * link(uy, u)
    return -np.sum(np.angle(loop)) / (2 * np.pi)


N_SLICES = 200


def hall_undoped(ham):
    kz = -np.pi + 2 * np.pi * (np.arange(N_SLICES) + 0.5) / N_SLICES
    return -np.mean([slice_chern(ham, z) for z in kz])


def driven_hall(ham, kz, n=40, field=1e-3, ramp=60.0, steps=1000):
    """Hall response of a filled slice, from time evolution in a field E_y.
    Units e = hbar = a = 1; the result is in e^2/h."""
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = [g.ravel() for g in np.meshgrid(k, k, indexing="ij")]
    psi = np.linalg.eigh(ham(kx, ky, kz))[1][..., :1]
    dt = ramp / steps

    def shift(time):
        return field * (time / 2
                        - ramp / (2 * np.pi) * np.sin(np.pi * time / ramp))
    for i in range(steps):
        hk = ham(kx, ky - shift((i + 0.5) * dt), kz)
        size = np.sqrt(np.abs(hk[:, 0, 0])**2 + np.abs(hk[:, 0, 1])**2)
        size = size[:, None, None]
        psi = np.cos(size * dt) * psi - 1j * np.sin(size * dt) / size * (hk @ psi)
    vx = derivative(ham, kx, ky - shift(ramp), kz, 0)
    mean_v = np.mean(np.sum(np.conj(psi) * (vx @ psi), axis=(1, 2)).real)
    return 2 * np.pi * (-mean_v) / field


def pocket_hall(ham, node_z, mu, band=1, reach=4.0):
    """Hall change from an electron (band 1) or hole (band 0) pocket.
    Returns the parts with q_z > 0 and q_z < 0 separately."""
    sign = 1 if band == 1 else -1
    x, w = np.polynomial.legendre.leggauss(12)
    xr, wr = np.polynomial.legendre.leggauss(10)
    n_phi = 24
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    parts = []
    for half in (1, -1):
        cos_t, ph = np.meshgrid(half * (x + 1) / 2, phi, indexing="ij")
        sin_t = np.sqrt(1 - cos_t**2)
        nx, ny, nz = sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t
        low, high = np.zeros_like(nx), np.full_like(nx, reach * mu)
        top = np.linalg.eigvalsh(ham(high * nx, high * ny, node_z + high * nz))
        assert np.all(sign * top[..., band] > mu)
        for _ in range(48):
            mid = (low + high) / 2
            en = np.linalg.eigvalsh(ham(mid * nx, mid * ny, node_z + mid * nz))
            inside = sign * en[..., band] < mu
            low, high = np.where(inside, mid, low), np.where(inside, high, mid)
        r = low[..., None] * (xr + 1) / 2
        omega = berry_curvature(ham, r * nx[..., None], r * ny[..., None],
                                node_z + r * nz[..., None], band)
        radial = np.sum(omega * r**2 * wr, axis=-1) * low / 2
        integral = np.sum(radial * w[:, None] / 2) * 2 * np.pi / n_phi
        parts.append(-sign * integral / (4 * np.pi**2))
    return np.array(parts)


def doping_change(ham, mu, band=1):
    return sum(pocket_hall(ham, z, mu, band).sum() for z in (K0, -K0))


model = lattice_model()
s, c = T_Z * np.sin(K0), T_Z * np.cos(K0)
to_S_per_cm = e**2 / h / (LATTICE_NM * 1e-9) / 100

print(f"lattice constant a = {LATTICE_NM} nm")
print(f"t, tz, m = {T_XY}, {T_Z}, {MASS} eV")
print(f"k0 a = {K0:.5f}; K a = {2 * K0:.5f}")
print(f"K = {2 * K0 / LATTICE_NM:.4f} 1/nm")
print(f"s = {s:.5f} eV, c = {c:.5f} eV")
print(f"e^2/(h a) = {to_S_per_cm:.3f} S/cm")

# Nodes: the gap stays open away from the two stated points.
grid = 2 * np.pi * np.arange(40) / 40 - np.pi
gx, gy, gz = np.meshgrid(grid, grid, grid, indexing="ij")
levels = np.linalg.eigvalsh(model(gx, gy, gz))
gap = levels[..., 1] - levels[..., 0]
distance = np.sqrt(gx**2 + gy**2 + (np.abs(gz) - K0)**2)
gap_away = gap[distance > 0.3].min()
gap_at_nodes = max(np.ptp(np.linalg.eigvalsh(model(0.0, 0.0, z)))
                   for z in (K0, -K0))
assert gap_at_nodes < 1e-12 and gap_away > 0.3
print(f"smallest gap farther than 0.3/a from nodes = {gap_away:.4f} eV")

# Slice Chern numbers, curvature integral, and the driven current.
for kz, expected in ((0.0, -1), (0.8 * np.pi, 0)):
    chern = slice_chern(model, kz)
    k = 2 * np.pi * np.arange(60) / 60
    kx, ky = np.meshgrid(k, k, indexing="ij")
    from_curvature = 2 * np.pi * np.mean(berry_curvature(model, kx, ky, kz, 0))
    response = driven_hall(model, kz)
    assert abs(chern - expected) < 1e-9
    assert abs(from_curvature - chern) < 1e-5
    assert abs(response + chern) < 0.01
    print(f"slice kz a = {kz:.4f}: Chern number = {round(chern)}")
    print(f"  curvature integral/(2 pi) = {from_curvature:.6f}")
    print(f"  driven Hall response = {response:.4f} e^2/h")

# Undoped law; the kz sum can miss each edge by half a slice at most.
print(f"number of kz slices = {N_SLICES}")
for k0 in (K0, 1.0, 2.0):
    sigma = hall_undoped(lattice_model(k0=k0))
    law = 2 * k0 / (2 * np.pi)
    assert abs(sigma - law) < 1.0 / N_SLICES + 1e-9
    print(f"k0 a = {k0:.4f}: slice sum {sigma:.4f}, "
          f"K a/(2 pi) {law:.4f} e^2/(h a)")
    if k0 == K0:
        sigma_undoped = law
print(f"undoped sigma_xy = {sigma_undoped * to_S_per_cm:.2f} S/cm")

# Scope: the same nodes with filled outer slices, and a case with extra nodes.
shifted = hall_undoped(lattice_model(m=-MASS))
assert abs(shifted - (sigma_undoped - 1)) < 1.0 / N_SLICES + 1e-9
print(f"same nodes, m = {-MASS} eV: sigma_xy = {shifted:.4f} e^2/(h a)")
small_mass = 0.3
extra = hall_undoped(lattice_model(k0=2.0, m=small_mass))
assert 2 * small_mass < T_Z * (1 - np.cos(2.0))
assert abs(extra - 2.0 / np.pi) > 0.05
print(f"extra nodes, k0 a = 2, m = {small_mass} eV: "
      f"sigma_xy = {extra:.4f} e^2/(h a)")

# Untilted linear cones: halves cancel, also for a skewed velocity matrix.
mu = 0.1
node_velocity = np.diag([T_XY, T_XY, s])
halves = pocket_hall(linear_cone(node_velocity), 0.0, mu)
half_law = mu / (8 * np.pi * s)
assert np.allclose(halves, [half_law, -half_law], rtol=1e-6, atol=0)
assert abs(halves.sum()) < 1e-7 * half_law
print(f"linear cone, mu = {mu} eV, in e^2/(h a):")
print(f"  half qz > 0: {halves[0]:.6f}; half qz < 0: {halves[1]:.6f}")
skewed = np.array([[1.0, 0.3, 0.2], [-0.1, 0.8, 0.25], [0.15, -0.2, 0.7]])
for band in (0, 1):
    skew_halves = pocket_hall(linear_cone(skewed), 0.0, mu, band, reach=12.0)
    assert abs(skew_halves[0]) > 1e-4
    assert abs(skew_halves.sum()) < 1e-7 * abs(skew_halves[0])
print(f"  skewed cone: one half {skew_halves[0]:.6f}, "
      f"|sum| below 1e-9: {abs(skew_halves.sum()) < 1e-9}")

# Lattice doping without tilt: quadratic law with a quartic remainder.
relative_error = {}
for mu in (0.05, 0.1):
    change = doping_change(model, mu)
    hole_change = doping_change(model, mu, band=0)
    law = -mu**2 / (6 * np.pi * s) * (c / s**2 + 2 * MASS / T_XY**2)
    relative_error[mu] = abs(change / law - 1)
    assert abs(hole_change - change) < 1e-6 * abs(change)
    print(f"untilted lattice, mu = {mu} eV: change {change:.7f}, "
          f"mu^2 law {law:.7f} e^2/(h a)")
assert relative_error[0.05] < 0.02
assert relative_error[0.05] < 0.5 * relative_error[0.1]
print(f"  relative change at {mu} eV = {100 * change / sigma_undoped:.3f} %")
print(f"  doped sigma_xy = {(sigma_undoped + change) * to_S_per_cm:.2f} S/cm")

# Tilt: undoped state has no pockets, doping acts already at first order.
tilted = lattice_model(tilt=TILT)
tilted_levels = np.linalg.eigvalsh(tilted(gx, gy, gz))
assert tilted_levels[..., 0].max() < 1e-12
assert tilted_levels[..., 1].min() > -1e-12
g_tilt = 2 / TILT - np.log((1 + TILT) / (1 - TILT)) / TILT**2
slope_law = g_tilt / (2 * np.pi * s)
cone = linear_cone(node_velocity, (0.0, 0.0, TILT * s))
cone_change = pocket_hall(cone, 0.0, mu).sum()
assert abs(2 * cone_change / (slope_law * mu) - 1) < 1e-6
# Opposite chirality with the same tilt direction along kz cancels.
mirror = linear_cone(np.diag([T_XY, T_XY, -s]), (0.0, 0.0, TILT * s))
mirror_change = pocket_hall(mirror, 0.0, mu).sum()
assert abs(cone_change + mirror_change) < 1e-7 * abs(cone_change)
small = 0.01
slope = (4 * doping_change(tilted, small / 2)
         - doping_change(tilted, small)) / small
assert abs(slope / slope_law - 1) < 0.01
tilted_change = doping_change(tilted, mu)
print(f"tilt beta = {TILT}: g(beta) = {g_tilt:.5f}")
print(f"  slope at mu = 0: lattice {slope:.6f}, law {slope_law:.6f} "
      f"e^2/(h a) per eV")
print(f"  linear law at mu = {mu} eV: {slope_law * mu:.6f} e^2/(h a)")
print(f"  full lattice change there: {tilted_change:.6f} e^2/(h a)")
print(f"  relative change = {100 * tilted_change / sigma_undoped:.3f} %")
print(f"  same-direction tilts: cone changes {cone_change:.6f}, "
      f"{mirror_change:.6f} e^2/(h a)")

print("no test failed")
```

Printed output:

```
lattice constant a = 0.5 nm
t, tz, m = 1.0, 1.0, 1.0 eV
k0 a = 1.25664; K a = 2.51327
K = 5.0265 1/nm
s = 0.95106 eV, c = 0.30902 eV
e^2/(h a) = 774.809 S/cm
smallest gap farther than 0.3/a from nodes = 0.5575 eV
slice kz a = 0.0000: Chern number = -1
  curvature integral/(2 pi) = -1.000000
  driven Hall response = 0.9995 e^2/h
slice kz a = 2.5133: Chern number = 0
  curvature integral/(2 pi) = -0.000000
  driven Hall response = -0.0002 e^2/h
number of kz slices = 200
k0 a = 1.2566: slice sum 0.4000, K a/(2 pi) 0.4000 e^2/(h a)
k0 a = 1.0000: slice sum 0.3200, K a/(2 pi) 0.3183 e^2/(h a)
k0 a = 2.0000: slice sum 0.6400, K a/(2 pi) 0.6366 e^2/(h a)
undoped sigma_xy = 309.92 S/cm
same nodes, m = -1.0 eV: sigma_xy = -0.6000 e^2/(h a)
extra nodes, k0 a = 2, m = 0.3 eV: sigma_xy = -0.0300 e^2/(h a)
linear cone, mu = 0.1 eV, in e^2/(h a):
  half qz > 0: 0.004184; half qz < 0: -0.004184
  skewed cone: one half 0.005571, |sum| below 1e-9: True
untilted lattice, mu = 0.05 eV: change -0.0003269, mu^2 law -0.0003266 e^2/(h a)
untilted lattice, mu = 0.1 eV: change -0.0013114, mu^2 law -0.0013062 e^2/(h a)
  relative change at 0.1 eV = -0.328 %
  doped sigma_xy = 308.91 S/cm
tilt beta = 0.5: g(beta) = -0.39445
  slope at mu = 0: lattice -0.066001, law -0.066009 e^2/(h a) per eV
  linear law at mu = 0.1 eV: -0.006601 e^2/(h a)
  full lattice change there: -0.008672 e^2/(h a)
  relative change = -2.168 %
  same-direction tilts: cone changes -0.003300, 0.003300 e^2/(h a)
no test failed
```
